**Stability limit of explicit Euler for one-dimensional surface diffusion**

The program tests the scheme for \(h_t=-B\,h_{xxxx}\), where \(h\) is the surface height, \(B\) the surface-diffusion coefficient, \(\Delta x\) the grid spacing and \(\Delta t\) the time step. The result is that \(\Delta t\le\Delta x^4/(8B)\) is sufficient for stability on every periodic grid and sharp for an even number of points. The program asserts that the mode factors agree with the eigenvalues of a matrix built from the update itself, and that bisection on the spectral radius reproduces the limit. It also asserts the stencil weights, the non-growth of random data at the limit, the leading discretization error and the finite-slope correction. For a 100 nm ripple on copper at 673 K, with rough typical parameters and 40 cells, the output gives a limit of \(9.715\times10^{-5}\) s. A step 1% longer lets a sawtooth of \(10^{-9}\) nm exceed the 40 nm film thickness after 1233 steps, while a step 1% shorter damps it to rounding level. The remaining lines size effects that the linear model neglects.

## Program and output

```python
"""
Result under test: explicit Euler for h_t = -B h_xxxx with the five-point
stencil on a periodic grid is stable (2-norm never grows) for every grid size
when dt <= dx^4/(8 B); for an even number of points the bound is sharp.
Symbols: h surface height, B surface-diffusion coefficient (nm^4/s),
dx grid spacing (nm), dt time step (s), r = B dt/dx^4, N number of points,
k wavenumber (1/nm), g factor by which one step multiplies a Fourier mode.
The copper parameters are rough typical values, not measured results.
"""
import numpy as np
import sympy as sp
from scipy import constants as const


def euler_step(h, dt, dx, B):
    fourth_difference = (np.roll(h, 2) - 4*np.roll(h, 1) + 6*h
                         - 4*np.roll(h, -1) + np.roll(h, -2))
    return h - B*dt/dx**4*fourth_difference


def step_matrix(N, dt, dx, B):
    return np.array([euler_step(e, dt, dx, B) for e in np.eye(N)]).T


def critical_step(N, dx, B):
    """Largest stable dt, by bisection on the spectral radius."""
    low, high = 0.0, dx**4/B
    for _ in range(60):
        mid = 0.5*(low + high)
        radius = np.abs(np.linalg.eigvalsh(step_matrix(N, mid, dx, B))).max()
        if radius > 1 + 1e-11:
            high = mid
        else:
            low = mid
    return low


def cosine_amplitude(h):
    N = len(h)
    return 2*np.mean(h*np.cos(2*np.pi*np.arange(N)/N))


# ---------- parameters of the copper example ----------
T = 673.0                 # K
gamma_SI = 1.7            # J/m^2
lattice = 0.3615          # nm
D0_surface = 1e-3         # cm^2/s
E_surface = 0.80          # eV
wavelength, amplitude, thickness, N = 100.0, 2.0, 40.0, 40
kT = const.k*T/const.e                      # eV
gamma = gamma_SI/const.e*1e-18              # eV/nm^2
omega = lattice**3/4                        # nm^3
site_density = omega**(-2/3)                # 1/nm^2
D_surface = D0_surface*np.exp(-E_surface/kT)  # cm^2/s
B = D_surface*1e14*gamma*omega**2*site_density/kT
B_SI = (D_surface*1e-4*gamma_SI*(omega*1e-27)**2*site_density*1e18
        / (const.k*T))
assert abs(B_SI*1e36/B - 1) < 1e-10         # unit conversion
k = 2*np.pi/wavelength
tau = 1/(B*k**4)
dx = wavelength/N
dt_limit = dx**4/(8*B)

# ---------- stencil weights from polynomial exactness ----------
offsets = [-2, -1, 0, 1, 2]
moments = sp.Matrix(5, 5, lambda p, j: sp.Integer(offsets[j])**p)
weights = moments.LUsolve(sp.Matrix([0, 0, 0, 0, 24]))
unit = np.zeros(9)
unit[4] = 1.0
used = (unit - euler_step(unit, 1.0, 1.0, 1.0))[2:7]
assert np.allclose(used, [float(w) for w in weights], atol=1e-14)
fifth = sum(w*o**5 for w, o in zip(weights, offsets))
sixth = sum(w*o**6 for w, o in zip(weights, offsets))
error_coefficient = sp.Rational(sixth, sp.factorial(6))
assert fifth == 0 and error_coefficient == sp.Rational(1, 6)

# ---------- mode factors against eigenvalues of the update ----------
for points in (5, 12, 41):
    for r in (0.03, 0.125, 0.2):
        found = np.linalg.eigvalsh(step_matrix(points, r, 1.0, 1.0))
        modes = np.arange(points)
        formula = np.sort(1 - 16*r*np.sin(np.pi*modes/points)**4)
        assert np.allclose(found, formula, atol=1e-12)

# ---------- critical time step ----------
dt_found = critical_step(N, dx, B)
assert abs(dt_found/dt_limit - 1) < 1e-8
odd_ratio = {}
for points in (5, 41):
    odd_ratio[points] = critical_step(points, dx, B)/dt_limit
    assert abs(odd_ratio[points]*np.cos(np.pi/(2*points))**4 - 1) < 1e-8
lowest_g = np.linalg.eigvalsh(step_matrix(N, 0.5*dt_limit, dx, B)).min()
assert abs(lowest_g) < 1e-12                # alternation starts at r = 1/16
assert np.linalg.eigvalsh(step_matrix(N, 0.51*dt_limit, dx, B)).min() < -0.01

# ---------- arbitrary data exactly at the limit ----------
sawtooth = (-1.0)**np.arange(N)
h = np.random.default_rng(3).normal(size=N)
mean_start, saw_start = h.mean(), abs(np.mean(h*sawtooth))
for _ in range(1000):
    new = euler_step(h, dt_limit, dx, B)
    assert np.linalg.norm(new) <= np.linalg.norm(h)*(1 + 1e-12)
    h = new
saw_ratio = abs(np.mean(h*sawtooth))/saw_start
assert abs(saw_ratio - 1) < 1e-9
assert abs(h.mean() - mean_start) < 1e-11

# ---------- no maximum principle ----------
spike = np.zeros(N)
spike[N//2] = 1.0
after_spike = euler_step(spike, dt_limit, dx, B)
assert after_spike.min() < -0.1
assert np.linalg.norm(after_spike) < 1

# ---------- accuracy over one decay time, at about 0.9 of the limit ----------
relative_error = {}
for points in (20, 40):
    spacing = wavelength/points
    steps = int(np.ceil(tau/(0.9*spacing**4/(8*B))))
    h = amplitude*np.cos(2*np.pi*np.arange(points)/points)
    for _ in range(steps):
        h = euler_step(h, tau/steps, spacing, B)
    final_amplitude = cosine_amplitude(h)
    relative_error[points] = final_amplitude/(amplitude*np.exp(-1)) - 1
steps_accurate = steps
predicted_error = (k*dx)**2/6
assert abs(relative_error[40]/predicted_error - 1) < 0.05
error_ratio = relative_error[20]/relative_error[40]
assert abs(error_ratio - 4) < 0.3

# ---------- one percent above and below the limit ----------
seed = 1e-9
start = amplitude*np.cos(2*np.pi*np.arange(N)/N) + seed*sawtooth
h, blow_steps = start.copy(), 0
while abs(np.mean(h*sawtooth)) <= thickness and blow_steps < 5000:
    h = euler_step(h, 1.01*dt_limit, dx, B)
    blow_steps += 1
growth = abs(1 - 16*1.01/8)
predicted_steps = np.log(thickness/seed)/np.log(growth)
assert abs(blow_steps - np.ceil(predicted_steps)) <= 1
blow_time = blow_steps*1.01*dt_limit
ripple_at_blow = cosine_amplitude(h)
h = start.copy()
for _ in range(blow_steps):
    h = euler_step(h, 0.99*dt_limit, dx, B)
saw_below = abs(np.mean(h*sawtooth))
assert saw_below < 1e-3*seed
steps_at_limit = tau/dt_limit
assert abs(steps_at_limit/(8*(N/(2*np.pi))**4) - 1) < 1e-10
decades = steps_at_limit/1.01*np.log10(growth)


# ---------- full curved-surface law: effect of finite slope ----------
def slope_correction(height_amplitude, points=64):
    x = wavelength*np.arange(points)/points
    q = 2*np.pi*np.fft.fftfreq(points, wavelength/points)
    q[points//2] = 0.0

    def derivative(f):
        return np.fft.ifft(1j*q*np.fft.fft(f)).real
    slope = derivative(height_amplitude*np.cos(k*x))
    arc = np.sqrt(1 + slope**2)
    curvature = -derivative(np.arctan(slope))/arc
    rate = B*derivative(derivative(curvature)/arc)
    return -cosine_amplitude(rate)/(height_amplitude*B*k**4) - 1


small = 0.5
assert abs(slope_correction(small)/(small*k)**2 + 0.75) < 0.01
finite_slope = slope_correction(amplitude)

# ---------- other neglected effects, rough inputs ----------
anisotropy = 0.02         # gamma(theta) = gamma (1 + anisotropy cos 4 theta)
theta = sp.symbols('theta')
energy = 1 + sp.Rational(1, 50)*sp.cos(4*theta)
stiffness = float((energy + sp.diff(energy, theta, 2)).subs(theta, 0))
assert abs(stiffness - (1 - 15*anisotropy)) < 1e-12
D0_bulk, E_bulk = 0.5, 2.1                  # cm^2/s, eV
D_bulk = D0_bulk*np.exp(-E_bulk/kT)
bulk_ratio = D_bulk/(D_surface*omega*site_density*k)
hamaker = 2.5                               # eV
attraction_ratio = hamaker/(2*np.pi*thickness**4)/(gamma*k**2)
thermal_amplitude = np.sqrt(2*kT/(gamma*k**2*wavelength**2))
layer = lattice/np.sqrt(3)
terrace = layer/(amplitude*k)
barrier_factor = np.exp(0.1/kT)

print(f"Temperature: {T:.0f} K; kT: {kT:.5f} eV")
print(f"Surface energy: {gamma_SI:.2f} J/m^2 = {gamma:.3f} eV/nm^2")
print(f"Lattice constant: {lattice:.4f} nm")
print(f"Atomic volume: {omega:.5f} nm^3")
print(f"Surface site density: {site_density:.2f} nm^-2")
print(f"Surface D0: {D0_surface:.1e} cm^2/s; barrier: {E_surface:.2f} eV")
print(f"Surface diffusivity: {D_surface:.3e} cm^2/s")
print(f"B: {B:.4e} nm^4/s")
print(f"Wavelength: {wavelength:.0f} nm; amplitude: {amplitude:.1f} nm")
print(f"Film thickness: {thickness:.0f} nm")
print(f"Wavenumber: {k:.5f} nm^-1; decay time: {tau:.4f} s")
print(f"Grid points: {N}; spacing: {dx:.2f} nm")
print(f"Limit dx^4/(8B): {dt_limit:.6e} s")
print(f"Critical step from bisection: {dt_found:.6e} s")
print(f"Steps per decay time at limit: {steps_at_limit:.0f}")
for points in (20, 80):
    limit = (wavelength/points)**4/(8*B)
    print(f"N={points}: limit {limit:.4e} s, steps {tau/limit:.0f}")
for points in (5, 41):
    print(f"N={points}: critical step / bound = {odd_ratio[points]:.5f}")
print("Stencil weights:", [int(w) for w in weights])
print(f"Stencil error coefficient of dx^2 h^(6): {error_coefficient}")
print(f"Sawtooth ratio, 1000 steps at limit: {saw_ratio:.6f}")
print(f"Unit spike, lowest height after one step: {after_spike.min():.4f}")
print(f"Accurate run: {steps_accurate} steps of {tau/steps_accurate:.4e} s")
print(f"Final ripple amplitude, computed: {final_amplitude:.5f} nm")
print(f"Final amplitude, continuum: {amplitude*np.exp(-1):.5f} nm")
print(f"Relative error, N=20: {100*relative_error[20]:.3f} %")
print(f"Relative error, N=40: {100*relative_error[40]:.3f} %")
print(f"Predicted (k dx)^2/6, N=40: {100*predicted_error:.3f} %")
print(f"Error ratio N=20 to N=40: {error_ratio:.3f}")
print(f"Sawtooth seed: {seed:.1e} nm")
print(f"1% above limit, growth per step: {growth:.4f}")
print(f"Steps until sawtooth exceeds film: {blow_steps}")
print(f"Predicted real-valued step count: {predicted_steps:.2f}")
print(f"Time at that step: {blow_time:.4f} s")
print(f"Ripple amplitude at that step: {ripple_at_blow:.4f} nm")
print(f"1% below limit, sawtooth then: {saw_below:.0e} nm (rounding)")
print(f"1% above, growth per decay time: {decades:.1f} decades")
print(f"Largest slope: {amplitude*k:.4f}")
print(f"Finite-slope change of decay rate: {100*finite_slope:.3f} %")
print(f"Anisotropy assumed: {anisotropy:.2f}; stiffness: {stiffness:.2f}")
print(f"Bulk D0: {D0_bulk:.1f} cm^2/s; barrier: {E_bulk:.1f} eV")
print(f"Bulk / surface diffusion rate: {bulk_ratio:.1e}")
print(f"Hamaker constant assumed: {hamaker:.1f} eV")
print(f"Substrate attraction / capillarity: {attraction_ratio:.1e}")
print(f"Thermal rms ripple, 100 nm square: {thermal_amplitude:.4f} nm")
print(f"Atomic layer: {layer:.3f} nm; narrowest terrace: {terrace:.2f} nm")
print(f"Factor in B for 0.1 eV barrier error: {barrier_factor:.2f}")
print("PASS")
```

Running it gives:

```
Temperature: 673 K; kT: 0.05799 eV
Surface energy: 1.70 J/m^2 = 10.611 eV/nm^2
Lattice constant: 0.3615 nm
Atomic volume: 0.01181 nm^3
Surface site density: 19.28 nm^-2
Surface D0: 1.0e-03 cm^2/s; barrier: 0.80 eV
Surface diffusivity: 1.021e-09 cm^2/s
B: 5.0259e+04 nm^4/s
Wavelength: 100 nm; amplitude: 2.0 nm
Film thickness: 40 nm
Wavenumber: 0.06283 nm^-1; decay time: 1.2766 s
Grid points: 40; spacing: 2.50 nm
Limit dx^4/(8B): 9.715249e-05 s
Critical step from bisection: 9.715249e-05 s
Steps per decay time at limit: 13140
N=20: limit 1.5544e-03 s, steps 821
N=80: limit 6.0720e-06 s, steps 210247
N=5: critical step / bound = 1.22229
N=41: critical step / bound = 1.00294
Stencil weights: [1, -4, 6, -4, 1]
Stencil error coefficient of dx^2 h^(6): 1/6
Sawtooth ratio, 1000 steps at limit: 1.000000
Unit spike, lowest height after one step: -0.1250
Accurate run: 14601 steps of 8.7434e-05 s
Final ripple amplitude, computed: 0.73876 nm
Final amplitude, continuum: 0.73576 nm
Relative error, N=20: 1.592 %
Relative error, N=40: 0.408 %
Predicted (k dx)^2/6, N=40: 0.411 %
Error ratio N=20 to N=40: 3.904
Sawtooth seed: 1.0e-09 nm
1% above limit, growth per step: 1.0200
Steps until sawtooth exceeds film: 1233
Predicted real-valued step count: 1232.77
Time at that step: 0.1210 s
Ripple amplitude at that step: 1.8199 nm
1% below limit, sawtooth then: 2e-17 nm (rounding)
1% above, growth per decay time: 111.9 decades
Largest slope: 0.1257
Finite-slope change of decay rate: -1.166 %
Anisotropy assumed: 0.02; stiffness: 0.70
Bulk D0: 0.5 cm^2/s; barrier: 2.1 eV
Bulk / surface diffusion rate: 6.4e-06
Hamaker constant assumed: 2.5 eV
Substrate attraction / capillarity: 3.7e-06
Thermal rms ripple, 100 nm square: 0.0166 nm
Atomic layer: 0.209 nm; narrowest terrace: 1.66 nm
Factor in B for 0.1 eV barrier error: 5.61
PASS
```
